# Why an oxide-coated polymer can keep the bare film's activation energy

## One opening over deep polymer

Take a very deep polymer covered by an impermeable mask with one circular opening of radius $a$. Gas enters through the opening and spreads into the polymer. How does the flow depend on temperature?

Let sorption be linear, so that the dissolved concentration is $c=Sp$, where $p$ is the gas pressure in equilibrium with it. Fick's law then reads $\mathbf j=-D\nabla c=-P\nabla p$, with permeability $P=DS$. Divide $p$ by the feed pressure and call the result $u$, so that $u=1$ at the opening and $u=0$ far away. In steady state $\nabla\cdot(P\nabla u)=0$. Because $P$ is uniform, it divides out:

$$\nabla^2u=0 .$$

The pressure profile therefore does not depend on $P$ or on temperature. The conductance $G$ (flow per pressure difference) is $P$ times a length, and the only length available is $a$.

The algebra uses atomic units with $k_B=1$, and $\beta$ is inverse temperature. With $P=P_0e^{-\beta E_P}$ and fixed $a$, the apparent activation energy is

$$E_{\rm app}\equiv-\frac{d\ln G}{d\beta}=E_P .$$

The mask has changed the prefactor and left the exponent alone. The same argument holds for any fixed opening of finite size. For a crack of width $w$ much longer than the polymer thickness $L$, the energy is again $E_P$, but the conductance per unit length, about $\pi P/\ln(16L/\pi w)$ for $w\ll L$, keeps a logarithmic dependence on $L$.

**The numerical factor.** A small patch of the opening that emits a flow $dQ$ into the half-space gives $u=dQ/(2\pi Ps)$ at distance $s$, since the flow crosses a hemisphere of area $2\pi s^2$. Try the flux density

$$j(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}},\qquad \int_0^a j\,2\pi r\,dr=Q .$$

To find $u$ at a point in the opening, use polar coordinates about that point. The area element $s\,ds\,d\theta$ cancels the $1/s$. Two opposite directions form a chord of half-length $c$, along which $a^2-r^2=c^2-x^2$, with $x$ measured from the chord's midpoint. Each chord gives $\int_{-c}^{c}dx/\sqrt{c^2-x^2}=\pi$, and the chord directions cover an angle $\pi$. Hence

$$u=\frac{1}{2\pi P}\,\frac{Q}{2\pi a}\,\pi^2=\frac{Q}{4aP}$$

at every point of the opening. This is the required constant value, so setting $u=1$ gives $G=4aP$.

On the axis at depth $z$, the same flux density gives

$$u(z)=\frac{Q}{2\pi aP}\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}\sqrt{r^2+z^2}} .$$

Put $s=\sqrt{a^2-r^2}$, so that $r\,dr=-s\,ds$. The integral becomes $\int_0^a ds/\sqrt{a^2+z^2-s^2}=\arctan(a/z)$. With $Q=4aP$,

$$u(z)=\frac{2}{\pi}\arctan\frac az .$$

Half of the axial drop occurs within one radius of the opening. This is the access region.

## Contribution 1: the finite film

Now let the polymer have thickness $L\gg a$, with $u=0$ at its lower face. Reflect the problem in the masked plane: the opening becomes a disc emitting $2Q$ into full space. The condition at $z=L$ is met by image discs at $z=2kL$ with signs $(-1)^k$, an arrangement that is odd about $z=L$ and even about $z=0$. Seen from the opening, each image is nearly a point contributing $\pm Q/(2\pi P\cdot2|k|L)$. Both sides together give

$$2\sum_{k=1}^{\infty}(-1)^k\frac{Q}{4\pi PkL}=-\frac{Q\ln2}{2\pi PL},$$

because $\sum_{k\ge1}(-1)^k/k=-\ln 2$. Setting the total at the opening to one,

$$1=\frac{Q}{4aP}-\frac{Q\ln 2}{2\pi PL}
\quad\Rightarrow\quad
G_1=\frac{4aP}{1-\dfrac{2\ln2}{\pi}\dfrac aL}.$$

The finite size of the discs enters at relative order $(a/L)^3$.

For the worked example take $L=12000$ nm, $a=500$ nm, an oxide of thickness $h=50$ nm, and $n=1000$ defects per mm². The correction term is $0.441\times500/12000=0.018$, so $G_1/P=2000/0.982=2037$ nm. A finite-volume solution of polymer, defect and oxide together gives 2030 nm. The two agree within the 1 percent demanded of this test. The last digit is not converged: refining the grid moved the numerical value by 0.2 percent, and the grid-converged value is about 2033 nm. The remaining 0.2 percent below the formula comes from the neighbouring defects, which the formula leaves out.

Each defect serves an area $1/n=\pi b^2$, which defines the cell radius $b=17841$ nm. The barrier factor $B$, bare permeance over coated permeance, is

$$B=\frac{P/L}{nG_1}\approx\frac{1}{4naL}.$$

Here the bare cell has $P\times10^9/12000$, or $83300P$ in nm, and $B=83300/2037=40.9$. The numerical value is 41.0.

The open area fraction is only $7.9\times10^{-4}$, which would suggest $B=1273$. That estimate confines the gas to a column of cross-section $\pi a^2$ and length $L$. Sideways spreading raises the conductance from $\pi a^2P/L$ to about $4aP$, a factor $4L/(\pi a)\approx31$.

For an isolated defect with the other dimensions fixed, $G_1$ grows nearly as $a$, not $a^2$; the numerical exponent is 1.013. Doubling $L$ multiplies $G_1$ by 0.991, whereas it halves the permeance of a bare film. Both small departures from ideal scaling follow from the image term. In the example film the doubled thickness exceeds $b$, so neighbouring defects begin to compete and the factor is 0.976 instead.

The factor $4a$ holds for well-separated defects; with $L\gg a$, the condition $b>L$ is sufficient. For crowded defects the fluxes merge and $B$ tends towards one. The prefactor changes, but as long as the polymer supplies all the resistance, $E_{\rm app}$ remains $E_P$.

## How contributions are weighed

A real path also crosses the defect, and some gas may cross the intact oxide. Let region $i$ have permeability $P_i$ and local activation energy $E_i=-d\ln P_i/d\beta$. Consider

$$W=\int P|\nabla u|^2\,dV=\oint uP\,\partial_nu\,dA-\int u\,\nabla\cdot(P\nabla u)\,dV .$$

The volume term vanishes. The surface term vanishes at the sink, where $u=0$, and at side walls, where no gas crosses. At the feed, $u=1$ and $P\partial_nu$ is the inward flux, so $W=G$.

Change $P$ slightly, keeping the geometry fixed. Then

$$\delta G=\int\delta P\,|\nabla u|^2dV+2\int P\nabla u\cdot\nabla\delta u\,dV .$$

Integrate the second term by parts. It is zero because $\delta u=0$ at feed and sink, the side walls carry no flux, and $\nabla\cdot(P\nabla u)=0$ inside. Dividing by $G$,

$$\delta\ln G=\sum_i\phi_i\,\delta\ln P_i,\qquad
\phi_i=\frac{\int_iP_i|\nabla u|^2dV}{G},\qquad \sum_i\phi_i=1 .$$

Since $\delta\ln P_i=-E_i\,\delta\beta$,

$$\boxed{E_{\rm app}=\sum_i\phi_iE_i}$$

By analogy with Joule heat, $\phi_i$ is the share of the dissipation in region $i$. A region that carries all the gas with almost no pressure drop has almost no weight. A region with a large pressure drop and almost no flow also has almost no weight.

An artificial case with all three regions active tests this. Use the example geometry with energies 0.30, 0.60 and 1.10 eV for polymer, defect and oxide, and permeabilities of 0.1 (defect) and $5\times10^{-5}$ (oxide) relative to the polymer. The shares are 0.223, 0.253 and 0.524, so

$$0.223(0.30)+0.253(0.60)+0.524(1.10)=0.795\ {\rm eV}.$$

The slope of $\ln G$, obtained from separate solutions at neighbouring temperatures, is also 0.795 eV. On a converged grid the defect and oxide shares move by about 0.001, to 0.254 and 0.523, and the sum stays at 0.795 eV.

## Contribution 2: the defect in series

A straight defect with internal permeability $P_h$ has resistance $R_h=h/(\pi a^2P_h)$. The access resistance is $R_a\approx1/(4aP)$ if the mouth is at uniform pressure. Taking shares in proportion to resistance,

$$\frac{R_h}{R_a}=\frac{4hP}{\pi aP_h}=\frac{a_*}{a},\qquad a_*=\frac{4hP}{\pi P_h},$$

$$\phi_h\approx\frac{1}{1+a/a_*},\qquad
E_{\rm app}\approx E_P+\phi_h(E_h-E_P).$$

This defines a large defect: $a\gg a_*$. The comparison is with the defect's own resistance, not with the film thickness.

How far can a non-uniform mouth pressure matter? The opposite extreme is uniform flux density $q$. At the rim of a uniform disc of radius $\rho$, integration along chords of length $2\rho\cos\theta$ gives

$$u_{\rm rim}=\frac{q}{2\pi P}\int_{-\pi/2}^{\pi/2}2\rho\cos\theta\,d\theta=\frac{2q\rho}{\pi P}.$$

Build the disc ring by ring. The work $\int_0^a u_{\rm rim}\,q\,2\pi\rho\,d\rho=4q^2a^3/(3P)$ is half of $\int u\,dQ$, since each pair of patches is counted once. With $Q=\pi a^2q$, the mean of $u$ divided by $Q$ is

$$R_{\rm uni}=\frac{8q^2a^3}{3PQ^2}=\frac{8}{3\pi^2aP},$$

which is 8 percent above $1/(4aP)$.

These values bracket the true access contribution. For any change $\delta u$ that vanishes at feed and sink, the cross term $2\int P\nabla u\cdot\nabla\delta u\,dV$ is zero, as shown above, which leaves the positive term $\int P|\nabla\delta u|^2dV$. The true $u$ therefore minimizes $W$. Forcing uniform mouth pressure restricts the trial functions, so it can only raise $G$. Conversely, the true flux minimizes $\int j^2/P\,dV$ at fixed total flow: a divergence-free change $\mathbf w$ with no net flow has cross term $-2\int\mathbf w\cdot\nabla u\,dV=0$, leaving a positive $\int w^2/P\,dV$. Forcing uniform flux can therefore only raise the resistance.

**Gas-filled defect.** In a gas $c=p/T$, so $P_h=D_g/T$. For oxygen, with molecular and wall collisions both included roughly, $P_h/P=9.5\times10^8$. Then

$$\frac{R_h}{R_a}=\frac{4\times50}{\pi\times500\times9.5\times10^8}=1.3\times10^{-10}.$$

This ratio counts only the hole itself. Because the hole is much wider than it is long, diffusion through still gas towards its mouth can add a larger resistance, but that too is only about $10^{-9}$ of $R_a$. The weak temperature dependence of gas diffusion therefore has no visible weight.

**Activated defect.** Suppose instead that the defect contains a medium with $P_h=P$ at 300 K and $E_h=0.60$ eV. Then $a_*=4\times50/\pi=64$ nm, and the numerical solution gives:

| $a$ (nm) | $E_{\rm app}$ (eV) |
|---:|---:|
| 5 | 0.578 |
| 20 | 0.527 |
| 64 | 0.449 |
| 500 | 0.338 |

The formula agrees to within 0.005 eV. The last digit of the table is uncertain by about 0.001 eV from the grid; the 64 nm entry converges to 0.450 eV. Small activated defects impose their own energy; large ones return control to the polymer. Even at 500 nm the return is incomplete, because $a/a_*$ is only about 8.

## Contribution 3: intact oxide in parallel

The intact oxide has conductance $g\approx\pi b^2P_{\rm ox}/h$ per cell. Almost the full pressure difference lies across it. To see this, average $u$ over planes in the polymer: when the oxide leak is small, the same flow $G_1$ crosses every plane, so the average falls linearly to zero and starts at $G_1L/(P\pi b^2)=1/B\approx0.024$. Hence

$$\phi_{\rm ox}\approx\frac{g}{g+G_1}.$$

Let the oxide have $E_{\rm ox}=1.10$ eV and the polymer $E_P=0.30$ eV. A shift of 0.01 eV needs $\phi_{\rm ox}=0.01/0.80=0.0125$, and therefore

$$\frac{P_{\rm ox}}P=\frac{0.0125}{0.9875}\,\frac{2037\times50}{10^9}=1.3\times10^{-6}.$$

The small pressure left in the polymer beneath the oxide raises this limit by about 5 percent. It is a strict demand: the oxide has a far larger area and a much shorter path than the access regions. If oxide and polymer have equal prefactors, an assumption of this model, the ratio at 300 K is $3.6\times10^{-14}$ and the leak is negligible. At fixed $a$, fewer defects lower the permissible leak in proportion to $n$, so a sufficiently perfect coating eventually shows the oxide's energy. For the model oxide just described this limit is remote: the two flows become equal only at $n\approx P_{\rm ox}/(4aPh)$, about 0.4 defects per m².

## Weighing the result

For open defects the polymer's share is practically one. An Arrhenius fit to the full numerical model from 283 to 333 K gives 0.300 eV (28.9 kJ/mol) for both bare and coated films. The fitted prefactor ratio is 0.0243 on the grid used for the fit and 0.0244 when converged, the inverse of $B\approx41$. The coating reduces the prefactor; for a given film thickness, the number and radius of the defects determine how much of it survives.

Compare a uniform, defect-free layer with the same $B$ at 300 K. Layer and polymer are in series, and the layer holds a share $1-1/B$ of the resistance:

$$E_{\rm app}=0.30+\left(1-\frac1{41.0}\right)0.80=1.08\ {\rm eV}.$$

On heating to 333 K its barrier factor falls from 41 to 2.9, because the oxide's permeability rises faster than the polymer's. The defective coating keeps $B\approx41$. Temperature thus separates two coatings that have the same barrier factor at 300 K.

If the geometry does not change with temperature, and unless higher and lower energies happen to average out, equal activation energies show that the dissipation sits in material with the polymer's energy. They do not prove the access geometry. The weak dependence on polymer thickness is a further signature, provided the defects are well separated and remain unchanged when $L$ is varied. It is less sharp for long cracks: for one 1000 nm wide on the example film, doubling $L$ multiplies the conductance by 0.86.

Two smaller effects can shift the energy:

- **Changing radius.** Since $G\propto a$ and $d\beta=-dT/T^2$, a growing opening adds $T^2\,d\ln a/dT$. At $10^{-4}$ per K this is 0.0008 eV.
- **Anisotropic polymer.** Let the in-plane and through-plane permeabilities be $P_r$ and $P_z$. The coordinate $z'=z\sqrt{P_r/P_z}$ restores Laplace's equation, and the flux becomes $-P_z\partial_zu=-\sqrt{P_rP_z}\,\partial_{z'}u$. Thus $G\approx4a\sqrt{P_rP_z}$, and the coated film averages the two energies, while the bare film shows only the through-plane one. An in-plane energy higher by 0.02 eV raises the coated value by 0.01 eV.

The example lies in the rough regime of oxygen passing through silica-coated PET, a packaging film. Its assumed bare transmission of 120 cm³(STP)/(m² day bar) becomes $120/41.0=2.9$ in the same unit. All inputs are rough, and the defect density and radius in particular vary with deposition and handling. Real coatings break the assumption of one defect size: they can contain pinholes, cracks and much finer pores. Well-separated round open pinholes simply add, giving $4P\sum a_i$ and the same energy. If passages with a higher activation energy than the polymer's dominate the resistance instead, the energy rises; in the filled-defect model above, it reaches 0.45 eV at 64 nm and 0.58 eV at 5 nm. Strongly sorbing permeants such as water can also break the linear-sorption assumption, and the size of that shift is not estimated here. The numerical output below lists the main values used. Two of its lines are formal extrapolations of the model, not physical predictions: the open-pore crossover radius of 0.002 nm is smaller than any molecule, and PET melts well below 685 K.

## Values computed for the example and the checks

```
INPUTS (rough or model values)
polymer thickness L = 12000 nm; oxide thickness h = 50 nm
defect radius a = 500 nm; density n = 1000 per mm2
cell radius b = 17841 nm; temperature = 300 K
E_P = 0.30 eV; E_ox = 1.10 eV; E_h = 0.60 eV
bare transmission = 120 cm3(STP)/(m2 day bar)
ONE DEFECT AND THE COATED FILM AT 300 K
G1/P: formula = 2037.5 nm; numerical = 2030.5 nm
shift of G1 on grid refinement = 0.219 percent
barrier factor B: formula = 40.90; numerical = 41.04
open area fraction = 7.854e-04; B from area alone = 1273
coated transmission = 2.92 cm3(STP)/(m2 day bar)
u on the axis at depth a = 0.492 (half-space theory 0.5)
a = 3000 nm: G1/(4aP) numerical = 1.119, formula = 1.124
exponent of G1 in the radius = 1.013
G1 at doubled L / G1 = 0.991 (bare film: 0.5)
ARRHENIUS FIT, 283 TO 333 K
E_app: bare = 0.3000 eV; coated = 0.3000 eV
coated E_app converted = 28.9 kJ/mol
prefactor ratio coated/bare = 0.0243
B at 283 K = 41.13; at 333 K = 41.13
DISSIPATION THEOREM, MIXED TEST CASE (P_h/P = 0.1, P_ox/P = 5e-5)
shares: polymer 0.223, defect 0.253, oxide 0.524
E_app: from slope = 0.79494 eV; from shares = 0.79494 eV
FILLED DEFECTS (E_h = 0.60 eV, P_h = P at 300 K)
crossover radius a* = 63.7 nm
access resistance, uniform flux/equipotential = 1.0807
a =   5.0 nm: E_app formula 0.578, numerical 0.578 eV
a =  20.0 nm: E_app formula 0.528, numerical 0.527 eV
a =  63.7 nm: E_app formula 0.450, numerical 0.449 eV
a = 500.0 nm: E_app formula 0.334, numerical 0.338 eV
UNIFORM LAYER WITH THE SAME B AT 300 K
E_app = 1.081 eV; B at 333 K = 2.86
NEGLECTED EFFECTS
gas/polymer permeability in the open defect = 9.50e+08
defect/access resistance = 1.3e-10
open-pore crossover radius (wall collisions) = 0.0020 nm
P_ox/P that shifts E_app by 0.01 eV = 1.29e-06
P_ox/P of the model oxide at 300 K = 3.6e-14
model oxide reaches that shift at 685 K
radius growing 1e-4 per K shifts E_app by 0.00078 eV
weight of the in-plane energy in an anisotropic film = 0.493
in-plane energy higher by 0.02 eV shifts E_app by 0.0099 eV
```
